# Perdew-Zunger Orbital Equations and the Pederson Localization Condition: verification in Python

```python
"""
Perdew-Zunger (PZ) self-interaction correction and the Pederson condition.

Result under test: the energy
    E = E_LSD[n_up, n_down] - sum_i ( U[n_i] + E_x[n_i, 0] ),  n_i = |phi_i|^2,
is stationary for orthonormal orbitals exactly when, for each spin,
    H_i phi_i = sum_j Lambda_ji phi_j   and   Lambda is Hermitian,
the latter being <phi_j| v_i - v_j |phi_i> = 0 for all occupied pairs.
Here H_i = h_LSD + v_i, v_i = -(v_Hartree[n_i] + v_x[n_i, 0]), and
Lambda_ji = <phi_j|H_i|phi_i>.  U is the Hartree energy.
Exchange-only LSD, closed shells, Hartree atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import null_space
from scipy.optimize import minimize, minimize_scalar
from pyscf import dft, gto, scf

scf.hf.MUTE_CHKFILE = True          # keep pyscf from writing a checkpoint
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
EXCHANGE = -0.75 * (6 / np.pi) ** (1 / 3)   # E_x = EXCHANGE * int n_s^(4/3)


class Molecule:
    """Integrals, quadrature grid and LSD orbitals of a closed-shell molecule."""

    def __init__(self, atoms):
        mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g**", verbose=0)
        ks = dft.RKS(mol)
        ks.xc = "lda,"
        ks.grids.level = 2
        ks.conv_tol = 1e-11
        self.reference_energy = ks.kernel()
        self.levels = ks.mo_energy
        self.basis = ks.mo_coeff
        self.nocc = mol.nelectron // 2
        size = mol.nao_nr()
        self.core = ks.get_hcore()
        self.overlap = mol.intor("int1e_ovlp")
        self.position = mol.intor("int1e_r")
        self.repulsion = mol.intor("int2e").reshape(size**2, size**2)
        self.nuclear = mol.energy_nuc()
        self.ao = dft.numint.eval_ao(mol, ks.grids.coords)
        self.weights = ks.grids.weights
        occupied = ks.mo_coeff[:, :self.nocc].copy()
        largest = np.argmax(abs(occupied), axis=0)
        self.canonical = occupied * np.sign(occupied[largest, range(self.nocc)])

    def hartree(self, dm):
        return (self.repulsion @ dm.ravel()).reshape(dm.shape)

    def evaluate(self, up, down):
        """LSD energy, PZ correction, and h_LSD phi_i and v_i phi_i for spin up."""
        dm = np.real(up @ up.conj().T) + np.real(down @ down.conj().T)
        coulomb = self.hartree(dm)
        lsd = self.nuclear + np.sum((self.core + coulomb / 2) * dm)
        correction = 0.0
        same = down is up
        copies = 2 if same else 1
        actions = []
        w = self.weights
        for orbitals in ((up,) if same else (up, down)):
            phi = self.ao @ orbitals
            density = abs(phi) ** 2
            root = np.cbrt(density)
            total = density.sum(axis=1)
            total_root = np.cbrt(total)
            lsd += copies * EXCHANGE * (w @ (total * total_root))
            correction -= copies * EXCHANGE * np.sum(w @ (density * root))
            scale = (4 / 3 * EXCHANGE * w)[:, None]
            field = (self.core + coulomb) @ orbitals
            field = field + self.ao.T @ (scale * total_root[:, None] * phi)
            own = -(self.ao.T @ (scale * root * phi))
            for i in range(orbitals.shape[1]):
                c = orbitals[:, i]
                dm_i = np.real(np.outer(c, c.conj()))
                coulomb_i = self.hartree(dm_i)
                correction -= copies * np.sum(coulomb_i * dm_i) / 2
                own[:, i] -= coulomb_i @ c
            actions.append((field, own))
        return lsd, correction, actions[0]

    def energy(self, up, down=None):
        lsd, correction, _ = self.evaluate(up, up if down is None else down)
        return lsd + correction

    def multipliers(self, up, down=None):
        _, _, (field, own) = self.evaluate(up, up if down is None else down)
        return up.conj().T @ (field + own)

    def localization(self, up, down=None):
        """Matrix with elements <phi_j| v_i - v_j |phi_i>."""
        _, _, (_, own) = self.evaluate(up, up if down is None else down)
        part = up.conj().T @ own
        return part - part.conj().T

    def complement(self, orbitals):
        inside = self.basis.T @ self.overlap @ orbitals
        return self.basis @ null_space(inside.T)

    def outside_residual(self, orbitals):
        """Largest component of H_i phi_i outside the occupied space."""
        _, _, (field, own) = self.evaluate(orbitals, orbitals)
        return np.max(abs(self.complement(orbitals).T @ (field + own)))

    def orthonormalize(self, trial):
        values, vectors = np.linalg.eigh(trial.T @ self.overlap @ trial)
        return trial @ ((vectors / np.sqrt(values)) @ vectors.T)

    def centres(self, orbitals, axis):
        r = self.position[axis]
        return np.einsum("pi,pq,qi->i", orbitals, r, orbitals)


def rotate(orbitals, angle, phase=1.0):
    """Mix two orbitals: phi_1 -> cos phi_1 + phase sin phi_2, and partner."""
    c, s = np.cos(angle), np.sin(angle)
    return orbitals @ np.array([[c, -np.conj(phase) * s], [phase * s, c]])


def relax(m, start, internal):
    """Lower E over real orbitals; internal=False forbids direct occupied mixing."""
    orbitals = start
    for _ in range(20):
        outside = m.complement(orbitals)
        directions = np.hstack([orbitals, outside]) if internal else outside
        origin = orbitals

        def objective(x):
            trial = origin + directions @ x.reshape(-1, m.nocc)
            values, u = np.linalg.eigh(trial.T @ m.overlap @ trial)
            d = np.sqrt(values)
            inverse_root = (u / d) @ u.T
            c = trial @ inverse_root
            lsd, correction, (field, own) = m.evaluate(c, c)
            slope = 4 * (field + own)
            divided = -1 / (np.outer(d, d) * (d[:, None] + d[None, :]))
            inner = u @ (divided * (u.T @ trial.T @ slope @ u)) @ u.T
            full = slope @ inverse_root + m.overlap @ trial @ (inner + inner.T)
            return lsd + correction, (directions.T @ full).ravel()

        found = minimize(objective, np.zeros(directions.shape[1] * m.nocc),
                         jac=True, method="L-BFGS-B",
                         options=dict(maxiter=400, maxcor=20, ftol=1e-16,
                                      gtol=1e-7))
        orbitals = m.orthonormalize(
            origin + directions @ found.x.reshape(-1, m.nocc))
        error = m.outside_residual(orbitals)
        if internal:
            error = max(error, np.max(abs(m.localization(orbitals))))
        if error < 1e-6:
            break
    return orbitals


def curvature(m, orbitals, phase=1.0, step=0.01):
    """Second derivative of E when both spins are mixed by the same angle."""
    plus = m.energy(rotate(orbitals, step, phase))
    minus = m.energy(rotate(orbitals, -step, phase))
    return (plus + minus - 2 * m.energy(orbitals)) / step**2


def lowest_random_rise(m, orbitals, rng):
    """Smallest energy change over random small real orthonormal variations."""
    base = m.energy(orbitals)
    changes = []
    for _ in range(20):
        noise = m.basis @ rng.normal(size=(m.basis.shape[1], m.nocc))
        changes.append(m.energy(m.orthonormalize(orbitals + 0.02 * noise)) - base)
    return min(changes)


def show(label, values, digits=6):
    numbers = " ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {numbers}")


rng = np.random.default_rng(7)

# ---------------------------------------------------------------- LiH
bond = 3.0
lih = Molecule(f"Li 0 0 0; H 0 0 {bond}")
ks_orbitals = lih.canonical
ks_lsd, ks_correction, _ = lih.evaluate(ks_orbitals, ks_orbitals)
assert abs(ks_lsd - lih.reference_energy) < 1e-6

# Functional derivative: vary one complex spin-up orbital, keep spin down fixed.
mixed = rotate(ks_orbitals, 0.4, np.exp(0.7j))
_, _, (field, own) = lih.evaluate(mixed, ks_orbitals)
derivative_errors = []
for i in range(2):
    eta = rng.normal(size=lih.basis.shape[1]) + 1j * rng.normal(size=lih.basis.shape[1])
    eta = lih.basis @ (eta / np.linalg.norm(eta))
    shift = np.zeros_like(mixed)
    shift[:, i] = 1e-4 * eta
    numeric = (lih.energy(mixed + shift, ks_orbitals)
               - lih.energy(mixed - shift, ks_orbitals)) / 2e-4
    formula = 2 * np.real(eta.conj() @ (field + own)[:, i])
    derivative_errors.append(abs(numeric - formula))
assert max(derivative_errors) < 1e-6

# Pair rotations of spin up only, real and imaginary, at complex orbitals.
lam = lih.multipliers(mixed, ks_orbitals)
loc = lih.localization(mixed, ks_orbitals)
assert np.max(abs(lam - lam.conj().T - loc)) < 1e-9
slopes = []
for phase in (1.0, 1.0j):
    numeric = (lih.energy(rotate(mixed, 1e-4, phase), ks_orbitals)
               - lih.energy(rotate(mixed, -1e-4, phase), ks_orbitals)) / 2e-4
    formula = 2 * np.real(np.conj(phase) * loc[1, 0])
    assert abs(numeric - formula) < 1e-6
    assert abs(formula) > 1e-4
    slopes.append((numeric, formula))

# Best angle inside the fixed Kohn-Sham occupied space, found from energies only.
scan = minimize_scalar(lambda t: lih.energy(rotate(ks_orbitals, t)),
                       bounds=(-np.pi / 4, np.pi / 4), method="bounded",
                       options=dict(xatol=1e-10))
best = rotate(ks_orbitals, scan.x)
best_lsd, _, _ = lih.evaluate(best, best)
assert abs(best_lsd - ks_lsd) < 1e-9
ks_lambda = lih.multipliers(ks_orbitals)
ks_loc = lih.localization(ks_orbitals)[1, 0]
best_loc = lih.localization(best)[1, 0]
assert abs(best_loc) < 1e-5 < abs(ks_loc)

# Full minimum over real orbitals.
minimum = relax(lih, ks_orbitals, internal=True)
min_lsd, min_correction, _ = lih.evaluate(minimum, minimum)
min_energy = min_lsd + min_correction
min_lambda = lih.multipliers(minimum)
min_asymmetry = abs(min_lambda[1, 0] - min_lambda[0, 1])
min_outside = lih.outside_residual(minimum)
assert min_outside < 1e-5 and min_asymmetry < 1e-5
assert min_energy < scan.fun
min_rise = lowest_random_rise(lih, minimum, rng)
assert min_rise > 0
eigenvalues, vectors = np.linalg.eigh((min_lambda + min_lambda.T) / 2)
canonical_rise = lih.energy(minimum @ vectors) - min_energy
assert canonical_rise > 1e-8

# Orbital equations solved with a Lambda that is not Hermitian.
start_angle = 0.2
false_solution = relax(lih, rotate(minimum, start_angle), internal=False)
false_lambda = lih.multipliers(false_solution)
false_outside = lih.outside_residual(false_solution)
false_slope = (lih.energy(rotate(false_solution, 1e-4))
               - lih.energy(rotate(false_solution, -1e-4))) / 2e-4
false_formula = 4 * (false_lambda[1, 0] - false_lambda[0, 1])
false_rise = lih.energy(false_solution) - min_energy
assert false_outside < 1e-5
assert abs(false_slope) > 1e-3 and abs(false_slope - false_formula) < 1e-5
assert false_rise > 1e-6

# ------------------------------------------------- two parallel H2 molecules
distance, h2_bond = 4.0, 1.4
x, z = distance / 2, h2_bond / 2
pair = Molecule(f"H {-x} 0 {-z}; H {-x} 0 {z}; H {x} 0 {-z}; H {x} 0 {z}")
spread = relax(pair, pair.canonical, internal=False)
local = relax(pair, rotate(pair.canonical, np.pi / 4), internal=True)
spread_loc = abs(pair.localization(spread)[1, 0])
local_loc = abs(pair.localization(local)[1, 0])
spread_energy, local_energy = pair.energy(spread), pair.energy(local)
spread_curve, local_curve = curvature(pair, spread), curvature(pair, local)
assert max(spread_loc, local_loc) < 1e-5
assert max(pair.outside_residual(spread), pair.outside_residual(local)) < 1e-5
assert spread_curve < 0 < local_curve
assert local_energy < spread_energy
assert lowest_random_rise(pair, local, rng) > 0

# ---------------------------------------------------------------- output
print("All energies in hartree unless stated; curvatures in hartree/rad^2")
show("LiH bond length (bohr)", bond, 1)
show("LiH LSD energy, KS orbitals", ks_lsd)
show("LiH PZ correction, KS orbitals", ks_correction)
show("LiH PZ energy, KS orbitals", ks_lsd + ks_correction)
print(f"Largest functional-derivative error: {max(derivative_errors):.1e}")
show("Real mixing slope, one spin: difference, formula", slopes[0], 7)
show("Imaginary mixing slope, one spin: difference, formula", slopes[1], 7)
show("KS orbitals Lambda row 1", ks_lambda[0])
show("KS orbitals Lambda row 2", ks_lambda[1])
show("KS orbitals <2|v1-v2|1>", ks_loc)
show("Best angle in KS space (degrees)", np.degrees(scan.x), 4)
show("PZ energy at best angle", scan.fun)
print(f"|<2|v1-v2|1>| at best angle: {abs(best_loc):.1e}")
show("LiH minimum: LSD part", min_lsd)
show("LiH minimum: PZ correction", min_correction)
show("LiH minimum: PZ energy", min_energy)
show("LiH minimum: PZ energy (eV)", min_energy * HARTREE_EV, 3)
show("LiH minimum Lambda row 1", min_lambda[0])
show("LiH minimum Lambda row 2", min_lambda[1])
print(f"LiH minimum |Lambda21-Lambda12|: {min_asymmetry:.1e}")
print(f"LiH minimum residual outside occupied space: {min_outside:.1e}")
show("LiH minimum orbital centres z (bohr)", lih.centres(minimum, 2), 4)
show("LiH curvature, real mixing", curvature(lih, minimum), 4)
show("LiH curvature, imaginary mixing", curvature(lih, minimum, 1j), 4)
print(f"Smallest rise, 20 random real variations: {min_rise:.2e}")
show("Eigenvalues of Lambda at minimum", eigenvalues)
show("LSD orbital energies", lih.levels[:2])
show("Energy rise if canonical orbitals are inserted", canonical_rise, 7)
show("False solution: starting rotation (rad)", start_angle, 2)
show("False solution Lambda row 1", false_lambda[0])
show("False solution Lambda row 2", false_lambda[1])
print(f"False solution residual outside: {false_outside:.1e}")
show("False solution slope, both spins: difference, formula",
     [false_slope, false_formula])
show("False solution energy above minimum", false_rise)
show("H2 pair: separation, bond length (bohr)", [distance, h2_bond], 1)
show("H2 pair delocalized: PZ energy", spread_energy)
show("H2 pair localized: PZ energy", local_energy)
show("H2 pair energy gain by localization", spread_energy - local_energy)
show("H2 pair energy gain by localization (eV)",
     (spread_energy - local_energy) * HARTREE_EV, 3)
print(f"Delocalized |<2|v1-v2|1>|: {spread_loc:.1e}")
print(f"Localized |<2|v1-v2|1>|: {local_loc:.1e}")
show("Delocalized curvature, real mixing", spread_curve, 4)
show("Localized curvature, real mixing", local_curve, 4)
show("Localized curvature, imaginary mixing", curvature(pair, local, 1j), 4)
show("Delocalized orbital centres x (bohr)", pair.centres(spread, 0), 4)
show("Localized orbital centres x (bohr)", pair.centres(local, 0), 4)
print("done: every assertion held")
```

Printed output:

```
All energies in hartree unless stated; curvatures in hartree/rad^2
LiH bond length (bohr): 3.0
LiH LSD energy, KS orbitals: -7.695533
LiH PZ correction, KS orbitals: -0.283624
LiH PZ energy, KS orbitals: -7.979157
Largest functional-derivative error: 5.8e-11
Real mixing slope, one spin: difference, formula: 0.3114870 0.3114871
Imaginary mixing slope, one spin: difference, formula: 0.1945333 0.1945333
KS orbitals Lambda row 1: -2.450503 -0.013440
KS orbitals Lambda row 2: 0.025425 -0.314405
KS orbitals <2|v1-v2|1>: 0.038865
Best angle in KS space (degrees): -3.9372
PZ energy at best angle: -7.984418
|<2|v1-v2|1>| at best angle: 1.4e-08
LiH minimum: LSD part: -7.691600
LiH minimum: PZ correction: -0.297188
LiH minimum: PZ energy: -7.988788
LiH minimum: PZ energy (eV): -217.386
LiH minimum Lambda row 1: -2.441993 -0.112317
LiH minimum Lambda row 2: -0.112317 -0.309972
LiH minimum |Lambda21-Lambda12|: 4.5e-09
LiH minimum residual outside occupied space: 8.1e-09
LiH minimum orbital centres z (bohr): -0.0025 2.6383
LiH curvature, real mixing: 2.1529
LiH curvature, imaginary mixing: 1.7036
Smallest rise, 20 random real variations: 2.46e-02
Eigenvalues of Lambda at minimum: -2.447894 -0.304072
LSD orbital energies: -1.754590 -0.127718
Energy rise if canonical orbitals are inserted: 0.0030532
False solution: starting rotation (rad): 0.20
False solution Lambda row 1: -2.366205 0.174261
False solution Lambda row 2: 0.294420 -0.316320
False solution residual outside: 9.3e-07
False solution slope, both spins: difference, formula: 0.480635 0.480635
False solution energy above minimum: 0.046951
H2 pair: separation, bond length (bohr): 4.0 1.4
H2 pair delocalized: PZ energy: -2.075520
H2 pair localized: PZ energy: -2.257501
H2 pair energy gain by localization: 0.181981
H2 pair energy gain by localization (eV): 4.952
Delocalized |<2|v1-v2|1>|: 3.3e-15
Localized |<2|v1-v2|1>|: 9.1e-16
Delocalized curvature, real mixing: -1.6193
Localized curvature, real mixing: 0.9473
Localized curvature, imaginary mixing: 0.7114
Delocalized orbital centres x (bohr): -0.0000 0.0000
Localized orbital centres x (bohr): 2.0190 -2.0190
done: every assertion held
```
